# Free-Complement Bases from the Scaled Schrödinger Equation for Hydrogen and Helium: a numerical check

```python
"""Free-complement (FC) method for the hydrogen and helium atoms.
Result under test: the scaled equation g(H-E)psi = 0 generates a basis whose
energy integrals are all finite, and the variational energies converge to the
ground level; without g the integral <(H-E)psi|H|(H-E)psi> diverges.
Units: energy Ry, length Bohr radius; H = -sum Laplacian + V, charges e^2 = 2.
Hydrogen: g = r, basis r^k exp(-a r).
Helium: s = r1+r2, t = r1-r2, u = r12, g = u(s^2-t^2)/s,
basis s^l t^m u^n exp(-alpha s); volume element 2 pi^2 u(s^2-t^2) ds du dt
on 0 < t < u < s for functions even in t."""
from fractions import Fraction
from functools import lru_cache
import numpy as np
from mpmath import mp, mpf
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

mp.dps = 60
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def nested_ground_states(H, S, sizes, shift):
    """Lowest generalized eigenpair of each leading block (inverse iteration)."""
    shift = mpf(shift)
    U = H - S * shift
    N = len(U)
    for k in range(N):
        assert U[k, k] > 0          # every block has its levels above shift
        for i in range(k + 1, N):
            U[i, i:] = U[i, i:] - U[k, i:] * (U[k, i] / U[k, k])
    energies, vectors = [], []
    for M in sizes:
        y = np.array([mpf(1)] + [mpf(0)] * (M - 1), dtype=object)
        b = S[:M, :M].dot(y)
        energy = mpf(0)
        for _ in range(10):
            w = b.copy()
            for k in range(M - 1):
                w[k+1:] = w[k+1:] - U[k, k+1:M] * (w[k] / U[k, k])
            x = w.copy()
            for k in range(M - 1, -1, -1):
                x[k] = (w[k] - (U[k, k+1:M] * x[k+1:]).sum()) / U[k, k]
            Sx = S[:M, :M].dot(x)
            norm = (x * Sx).sum()
            previous, energy = energy, shift + (x * b).sum() / norm
            y, b = x / mp.sqrt(norm), Sx / mp.sqrt(norm)
        assert abs(energy - previous) < mpf(10) ** (-14)
        energies.append(energy)
        vectors.append(y)
    return energies, vectors


# ---------------------------------------------------------------- hydrogen
Zh, ah = mpf(1), mpf(1) / 2
n_max = 10


def radial_moment(p):
    return mp.factorial(p) / (2 * ah) ** (p + 1)


Hh = np.empty((n_max + 1, n_max + 1), dtype=object)
Sh = np.empty_like(Hh)
for i in range(n_max + 1):
    for k in range(n_max + 1):
        value = (2*ah*(k+1) - 2*Zh) * radial_moment(i + k + 1)
        value -= ah**2 * radial_moment(i + k + 2)
        if k > 0:
            value -= k * (k + 1) * radial_moment(i + k)
        Hh[i, k] = value
        Sh[i, k] = radial_moment(i + k + 2)
assert all(abs(Hh[i, k] - Hh[k, i]) < mpf(10)**(-30) * abs(Hh[i, k]) + mpf(10)**(-30)
           for i in range(n_max + 1) for k in range(i))
Eh, _ = nested_ground_states(Hh, Sh, range(1, n_max + 2), "-1.05")
tau = (Zh - ah) / (Zh + ah)
bounds = []
for n in range(n_max + 1):
    Nn = sum(2*(k+1)**2 * tau**(2*k) for k in range(n + 1))
    Nn -= sum(2*(k+1)*(k+2) * tau**(2*k+1) for k in range(n))
    bound = (Zh - ah)**2 * (n+1) * (n+2) * tau**(2*n) / Nn
    # Rayleigh quotient of the truncated Laguerre series, from the matrices
    c = np.array([mpf(0)] * (n + 1), dtype=object)
    for k in range(n + 1):
        for i in range(k + 1):
            c[i] += (tau**k * (-1)**i * mp.binomial(k + 1, k - i)
                     * (2*ah)**i / mp.factorial(i))
    top = (c * Hh[:n+1, :n+1].dot(c)).sum()
    quotient = top / (c * Sh[:n+1, :n+1].dot(c)).sum()
    assert abs(quotient + Zh**2 - bound) < mpf(10)**(-25)
    assert 0 < Eh[n] + Zh**2 <= bound + mpf(10)**(-14)
    bounds.append(bound)

# One iteration step without and with scaling, by radial quadrature
Z1, a1 = float(Zh), float(ah)
dx = 0.02
r = np.exp(np.arange(-35.0, 5.0, dx))
wr = 4 * np.pi * r**3 * dx
psi = np.exp(-a1 * r)
dpsi = -a1 * psi
E_start = a1**2 - 2 * Z1 * a1
ca, cb = 2 * (a1 - Z1), -a1**2 - E_start
phi = (ca / r + cb) * psi
n0 = np.sum(wr * psi**2)


def one_step(f, df):
    """Shifted energy integral K, coupling R, best energy change in span{psi, f}."""
    K = np.sum(wr * (df**2 - (2*Z1/r + E_start) * f**2))
    R = np.sum(wr * (df*dpsi - (2*Z1/r + E_start) * f*psi))
    o, n1 = np.sum(wr * f * psi), np.sum(wr * f**2)
    A, B = n0*n1 - o*o, n0*K - 2*R*o
    return K, R, -2*R*R / (B + np.sqrt(B*B + 4*A*R*R))


stall = []
for eps in (1e-2, 1e-4, 1e-6):
    f = (ca / (r + eps) + cb) * psi
    df = -ca / (r + eps)**2 * psi - a1 * f
    stall.append((eps,) + one_step(f, df))
residual_norm = np.sum(wr * phi**2)
eps, K, R, change = stall[-1]
assert abs(K * eps / (4*np.pi*ca**2/3) - 1) < 2e-3
assert abs(change / (-3*eps*residual_norm**2 / (4*np.pi*ca**2*n0)) - 1) < 4e-3
f = (ca + cb * r) * psi
Kg, Rg, change_g = one_step(f, cb * psi - a1 * f)
assert abs(Rg - np.sum(wr * r * phi**2)) < 1e-9
assert abs(E_start + change_g - float(Eh[1])) < 1e-9

# ------------------------------------------------------------------ helium
Z = 2
alpha = Fraction(9, 5)
af = float(alpha)


def scaled_hamiltonian(l, m, n):
    """Monomials of g H acting on s^l t^m u^n exp(-alpha s)."""
    out = {}

    def put(c, dl, dm, dn):
        key = (l + dl, m + dm, n + dn)
        out[key] = out.get(key, 0) + c
    for c, p in ((l*(l-1), -2), (-2*alpha*l, -1), (alpha**2, 0)):
        put(-2*c, p + 1, 0, 1)
        put(2*c, p - 1, 2, 1)
    put(-2*m*(m-1), 1, -2, 1)
    put(2*m*(m-1), -1, 0, 1)
    put(-2*n*(n-1), 1, 0, -1)
    put(2*n*(n-1), -1, 2, -1)
    put(-8*l, -1, 0, 1)
    put(8*alpha, 0, 0, 1)
    put(8*m, -1, 0, 1)
    put(-4*n, 1, 0, -1)
    put(4*n, -1, 2, -1)
    put(-4*n*l, -1, 0, 1)
    put(4*n*l, -1, 2, -1)
    put(4*alpha*n, 0, 0, 1)
    put(-4*alpha*n, 0, 2, -1)
    put(-4*m*n, 1, 0, -1)
    put(4*m*n, -1, 0, 1)
    put(2, 1, 0, 0)
    put(-2, -1, 2, 0)
    put(-8*Z, 0, 0, 1)
    return {key: Fraction(c) for key, c in out.items() if c != 0}


def scaled_unity(l, m, n):
    return {(l+1, m, n+1): Fraction(1), (l-1, m+2, n+1): Fraction(-1)}


# Check g H against finite differences in the six Cartesian coordinates
def hylleraas(q, key):
    r1, r2 = np.linalg.norm(q[:3]), np.linalg.norm(q[3:])
    u = np.linalg.norm(q[:3] - q[3:])
    return (r1+r2)**key[0] * (r1-r2)**key[1] * u**key[2] * np.exp(-af*(r1+r2))


q0 = np.array([0.5, 0.1, -0.3, -0.2, 0.7, 0.4])
h = 3e-3
r1, r2 = np.linalg.norm(q0[:3]), np.linalg.norm(q0[3:])
u0 = np.linalg.norm(q0[:3] - q0[3:])
for key in ((0, 0, 0), (-1, 2, 1), (2, 2, 2), (-3, 4, 1), (1, 0, 3)):
    lap = 0.0
    for e in np.eye(6) * h:
        v = [hylleraas(q0 + j*e, key) for j in (-2, -1, 0, 1, 2)]
        lap += (-v[0] + 16*v[1] - 30*v[2] + 16*v[3] - v[4]) / (12*h*h)
    direct = -lap + (-2*Z/r1 - 2*Z/r2 + 2/u0) * hylleraas(q0, key)
    direct *= 4*r1*r2*u0 / (r1 + r2)
    derived = sum(float(c) * hylleraas(q0, k)
                  for k, c in scaled_hamiltonian(*key).items())
    assert abs(direct - derived) < 1e-6

# Generate the free-complement basis
order_max = 4
basis, sizes = [(0, 0, 0)], [1]
seen, frontier = {(0, 0, 0)}, [(0, 0, 0)]
for _ in range(order_max):
    found = set()
    for key in frontier:
        found |= set(scaled_hamiltonian(*key)) | set(scaled_unity(*key))
    frontier = sorted(found - seen)
    seen |= found
    basis += frontier
    sizes.append(len(basis))
assert all(m >= 0 and m % 2 == 0 and n >= 0 and l + m + n >= 1
           for l, m, n in basis[1:])
for k in range(order_max + 1):
    reached = set(basis[:sizes[k]])
    assert all((l, m, n) in reached for l in range(k + 1)
               for m in range(0, k + 1, 2) for n in range(k + 1) if l+m+n <= k)


@lru_cache(maxsize=None)
def moment(l, m, n):
    d = l + m + n
    scale = (2 * mpf(alpha.numerator) / alpha.denominator) ** (d + 3)
    return mp.factorial(d + 2) / (scale * (m + 1) * (m + n + 2))


def to_mp(poly):
    return [(k, mpf(c.numerator) / c.denominator) for k, c in poly.items()]


def element(key, image):
    l, m, n = key
    total = mpf(0)
    for (p, q, w), c in image:
        total += c * moment(l + p + 1, m + q, n + w)
    return total


H_images = [to_mp(scaled_hamiltonian(*key)) for key in basis]
g_images = [to_mp(scaled_unity(*key)) for key in basis]
N = len(basis)
H = np.empty((N, N), dtype=object)
S = np.empty((N, N), dtype=object)
for j in range(N):
    for i in range(j + 1):
        H[i, j] = H[j, i] = element(basis[i], H_images[j])
        S[i, j] = S[j, i] = element(basis[i], g_images[j])
for j in range(sizes[2]):
    for i in range(j):
        other = element(basis[j], H_images[i])
        assert abs(other - H[i, j]) < mpf(10)**(-40) * (1 + abs(other))
assert abs(2*np.pi**2 * float(S[0, 0]) / (np.pi/af**3)**2 - 1) < 1e-12
E, vectors = nested_ground_states(H, S, sizes, "-5.85")
assert all(E[k+1] < E[k] for k in range(order_max))


# Quadrature in s, x = u/s, y = t/u, with nodes gathered near x = y = 1
def make_grid(n_angle):
    z, wz = np.polynomial.laguerre.laggauss(30)
    v, wv = np.polynomial.legendre.leggauss(n_angle)
    v, wv = (v + 1) / 2, wv / 2
    return z / (2*af), wz / (2*af), 1 - v*v, 2*v*wv


def on_grid(poly, s, x):
    by_degree = {}
    for (l, m, n), c in poly.items():
        part = float(c) * np.outer(x**(m+n), x**m)
        d = l + m + n
        by_degree[d] = by_degree.get(d, 0) + part
    return sum((s**float(d))[:, None, None] * p for d, p in by_degree.items())


def variance(k, n_angle):
    """<(H-E)^2> of the normalized order-k function."""
    poly = {}
    for i, c in enumerate(vectors[k]):
        for key, w in H_images[i]:
            poly[key] = poly.get(key, mpf(0)) + c * w
        for key, w in g_images[i]:
            poly[key] = poly.get(key, mpf(0)) - E[k] * c * w
    s, ws, x, wx = make_grid(n_angle)
    R = on_grid(poly, s, x)
    singular = 1 - np.outer(x, x)**2
    return np.einsum("i,j,k,ijk->", ws * s, wx, wx, R**2 / singular)


variances = [variance(k, 44) for k in range(order_max + 1)]
assert abs(variance(order_max, 32) / variances[-1] - 1) < 1e-2
second_level_floor = -5 * Z**2 / 4
lower = [float(E[k]) - variances[k] / (second_level_floor - float(E[k]))
         for k in range(order_max + 1)]
assert max(lower) < float(E[-1])
assert float(E[-1]) - max(lower) < 1e-3
assert float(E[-2] - E[-1]) < 1e-4

# Energy of the last function from squared gradients
f, fs, ft, fu = {}, {}, {}, {}
for (l, m, n), c in zip(basis, vectors[-1]):
    f[l, m, n] = c
    fs[l, m, n] = fs.get((l, m, n), 0) - af * c
    if l:
        fs[l-1, m, n] = fs.get((l-1, m, n), 0) + l * c
    if m:
        ft[l, m-1, n] = m * c
    if n:
        fu[l, m, n-1] = n * c
s, ws, x, wx = make_grid(44)
f, fs, ft, fu = [on_grid(p, s, x) for p in (f, fs, ft, fu)]
s3 = s[:, None, None]
u3 = s3 * x[None, :, None]
t3 = u3 * x[None, None, :]
J = u3 * (s3**2 - t3**2)
density = (2*J*(fs**2 + ft**2 + fu**2) + 4*s3*(u3**2 - t3**2)*fs*fu
           + 4*t3*(s3**2 - u3**2)*ft*fu
           + (2*(s3**2 - t3**2) - 8*Z*s3*u3) * f**2)
measure = (ws * s**2)[:, None, None] * (x*wx)[None, :, None] * wx[None, None, :]
E_gradient = np.sum(measure * density) / np.sum(measure * J * f**2)
assert abs(E_gradient - float(E[-1])) < 1e-7

# Unscaled helium step from exp(-Z s): divergence at electron coalescence
E_z = -2*Z**2 + 5*Z/4
cut = 1e-6
v, wv = np.polynomial.legendre.leggauss(200)
span = np.log(20 / cut)
u = np.exp(np.log(cut) + span * (v + 1) / 2)[:, None]
z, wz = np.polynomial.laguerre.laggauss(20)
s = u + z[None, :] / (2*Z)
weight = (wv * span / 2)[:, None] * u * np.exp(-2*Z*u) * wz[None, :] / (2*Z)
F = 2/u - 2*Z**2 - E_z
Fs, Fu = -Z * F, -2/u**2
inner = s**2 * u - u**3 / 3
K_he = 2*np.pi**2 * np.sum(weight * (
    2*u*inner*(Fs**2 + Fu**2) + 8*s*u**3/3*Fs*Fu
    + (2*inner - 8*Z*s*u**2 - E_z*u*inner) * F**2))
K_he_law = 4*np.pi**2 / (Z**3 * cut)
assert abs(K_he / K_he_law - 1) < 2e-3

# Full CI in a Gaussian basis: an independent upper bound
mol = gto.M(atom="He", basis="cc-pvqz", verbose=0)
E_fci = 2 * fci.FCI(scf.RHF(mol).run()).kernel()[0]
assert 0 < E_fci - float(E[-1]) < 0.01

print(f"Hydrogen: Z = {Z1:.0f}, exponent = {a1:.2f} 1/bohr, tau = {float(tau):.6f}")
print(f"start energy = {E_start:.6f} Ry; a = {ca:.3f}, b = {cb:.3f} (Ry-unit coefficients)")
print(f"<psi|psi> = {n0:.6f} bohr^3; unscaled residual norm^2 = {residual_norm:.6f} Ry^2 bohr^3")
print("Unscaled step: eps (bohr), K (Ry^3 bohr^3), energy change (Ry)")
for eps, K, R, change in stall:
    print(f"  {eps:.0e}  {K:.6e}  {change:.6e}")
print(f"Scaled step: K = {Kg:.6f} Ry^3 bohr^5, coupling = {Rg:.6f} Ry^2 bohr^4")
print(f"Scaled step: energy change = {change_g:.8f} Ry")
print("Hydrogen order, energy (Ry), error (Ry), error bound (Ry)")
for n in range(n_max + 1):
    print(f"  {n:2d}  {float(Eh[n]):.12f}  {float(Eh[n]+Zh**2):.4e}  {float(bounds[n]):.4e}")
ratio = (Eh[-1] + Zh**2) / (Eh[-2] + Zh**2)
print(f"last error ratio = {float(ratio):.5f}, tau^2 = {float(tau**2):.5f}")
print(f"Helium: Z = {Z}, alpha = {af:.2f} 1/bohr")
print("first-order exponents (l,m,n):", *[str(k).replace(" ", "") for k in basis[:sizes[1]]])
print("Helium order, functions, energy (Ry), variance (Ry^2), Temple lower bound (Ry)")
for k in range(order_max + 1):
    print(f"  {k}  {sizes[k]:3d}  {float(E[k]):.10f}  {variances[k]:.4e}  {lower[k]:.7f}")
print(f"last energy drop = {float(E[-2]-E[-1]):.3e} Ry")
print(f"bracket width = {float(E[-1])-max(lower):.3e} Ry")
print(f"lowest power of s in last basis = {min(k[0] for k in basis)}")
print(f"second singlet S level is at least {second_level_floor:.3f} Ry")
print(f"energy from gradients = {E_gradient:.10f} Ry")
print(f"full CI, cc-pVQZ = {E_fci:.6f} Ry; above FC by {E_fci-float(E[-1]):.6f} Ry")
print(f"final helium energy = {float(E[-1])*RY_EV:.6f} eV (1 Ry = {RY_EV:.9f} eV)")
print(f"unscaled He, cutoff {cut:.0e} bohr: K = {K_he:.6e}, law {K_he_law:.6e} Ry^3 bohr^6")
print("all good")
```

Printed output:

```
Hydrogen: Z = 1, exponent = 0.50 1/bohr, tau = 0.333333
start energy = -0.750000 Ry; a = -1.000, b = 0.500 (Ry-unit coefficients)
<psi|psi> = 25.132741 bohr^3; unscaled residual norm^2 = 6.283185 Ry^2 bohr^3
Unscaled step: eps (bohr), K (Ry^3 bohr^3), energy change (Ry)
  1e-02  3.500701e+02  -3.864776e-03
  1e-04  4.170647e+04  -3.754069e-05
  1e-06  4.188493e+06  -3.750075e-07
Scaled step: K = 12.566371 Ry^3 bohr^5, coupling = 6.283185 Ry^2 bohr^4
Scaled step: energy change = -0.16666667 Ry
Hydrogen order, energy (Ry), error (Ry), error bound (Ry)
   0  -0.750000000000  2.5000e-01  2.5000e-01
   1  -0.916666666667  8.3333e-02  1.0714e-01
   2  -0.978713553878  2.1286e-02  2.7778e-02
   3  -0.995699772797  4.3002e-03  5.3648e-03
   4  -0.999254200579  7.4580e-04  9.0166e-04
   5  -0.999881789988  1.1821e-04  1.4046e-04
   6  -0.999982302113  1.7698e-05  2.0814e-05
   7  -0.999997454225  2.5458e-06  2.9735e-06
   8  -0.999999644658  3.5534e-07  4.1299e-07
   9  -0.999999951561  4.8439e-08  5.6085e-08
  10  -0.999999993522  6.4779e-09  7.4780e-09
last error ratio = 0.13373, tau^2 = 0.11111
Helium: Z = 2, alpha = 1.80 1/bohr
first-order exponents (l,m,n): (0,0,0) (-1,2,0) (-1,2,1) (0,0,1) (1,0,0) (1,0,1)
Helium order, functions, energy (Ry), variance (Ry^2), Temple lower bound (Ry)
  0    1  -5.6700000000  3.3183e+00  -10.6226926
  1    6  -5.8025169170  4.1287e-01  -6.3169891
  2   26  -5.8074133543  8.1948e-03  -5.8175628
  3   74  -5.8074467347  6.6914e-04  -5.8082754
  4  159  -5.8074484559  1.6278e-04  -5.8076501
last energy drop = 1.721e-06 Ry
bracket width = 2.016e-04 Ry
lowest power of s in last basis = -10
second singlet S level is at least -5.000 Ry
energy from gradients = -5.8074484559 Ry
full CI, cc-pVQZ = -5.804822 Ry; above FC by 0.002627 Ry
final helium energy = -79.014362 eV (1 Ry = 13.605693123 eV)
unscaled He, cutoff 1e-06 bohr: K = 4.934847e+06, law 4.934802e+06 Ry^3 bohr^6
all good
```
